One Local Orbital for Well-Separated 1s and 2s Bands in LAPW

**Problem**

Spherical wells sit on a simple cubic lattice with constant a = 5 bohr. The potential is −V₀ inside each sphere of radius R = 2 bohr and zero between the spheres, with V₀ = 4 hartree. These are round model parameters for one non-relativistic electron. Hartree atomic units are used, and R also serves as the muffin-tin radius.

Each well binds a 1s and a 2s level, which the lattice broadens into bands. Compare four bases that differ in the s channel alone:

1. LAPW with its linearization energy E at the 1s level.
2. LAPW with E at the 2s level.
3. LAPW with E midway between them.
4. LAPW with E at 1s, plus one s local orbital made with the 2s level.

(a) Estimate by scaling how the error of each band depends on its distance from E. (b) Construct the local orbital. (c) Tabulate the errors in both bands, and explain what becomes of 1s when E is at 2s.

The bands are examined at Γ and at the corner of the Brillouin zone (labelled R in the numerical output). For an s band with nearest-neighbour hopping these are the two band edges. At both points, states with the full cubic symmetry about a site contain the angular momenta l = 0, 4, 6 and higher, but not 1, 2, 3, 5 or 7. The p and d bands that lie between 1s and 2s therefore drop out, and the two lowest fully symmetric states are 1s and 2s.

**The isolated levels**

Inside a well, the s function times r is sin κr with κ = √(2(E+V₀)). Outside it is exp(−qr) with q = √(−2E). Equality of the logarithmic derivatives at R gives κ cot κR = −q. With x = κR and q²R² = 2V₀R² − x² this becomes

x cot x = −√(2V₀R² − x²),  E = −V₀ + x²/(2R²).

The two roots give E₁ = −3.120 and E₂ = −0.695 hartree, a separation of 2.425 hartree. The wave numbers are

κ₁ = √(2 × 0.880) = 1.327 bohr⁻¹,
κ₂ = √(2 × 3.305) = 2.571 bohr⁻¹.

**First estimate by scaling**

LAPW represents the s part of a state inside the sphere by two functions, u(r;E) and its energy derivative u̇ = ∂u/∂E. A state at energy ε needs u(r;ε). With δ = ε − E,

u(ε) = u(E) + δ u̇(E) + ½δ² ü(E) + …

The first missing term is of order δ². An energy found variationally has an error quadratic in the missing part of the state, so the error should scale as δ⁴.

For a size, measure the change of u by the change of its phase at the sphere. Since dκ/dE = 1/κ, this change is

θ = Rδ/κ.

Take the missing part as θ²/2 and the energy scale as the kinetic energy κ²/2:

|error| ~ (θ²/2)² κ²/2.

The exact band energies, needed for δ, are −0.794 hartree for 2s at Γ and −0.580 at the corner. Relative to E₂ the offsets are −0.100 and +0.115 hartree. At the corner, θ = 2 × 0.115/2.571 = 0.090, and the estimate is

(0.0040)² × 3.3 ≈ 5·10⁻⁵ hartree.

At Γ, θ = 0.078 in magnitude, and the estimate is 3·10⁻⁵ hartree.

For the distant band the expansion is of no use. The phases of the two levels at the sphere differ by (κ₂ − κ₁)R = 2.49 rad, which is not small. The scaling argument then says no more than that the error may be comparable with the band separation. A midway energy leaves phase differences of 1.4 and 1.1 rad, still too large for an expansion.

Now add u(E₂) to the pair u(E₁), u̇(E₁). Near E₂ the first missing term is (ε−E₂)u̇(E₂), apart from whatever the pair at E₁ can supply. The energy error should then be quadratic in ε − E₂. Taking the whole first-order term as missing gives θ²κ²/2, or 0.020 hartree at Γ and 0.027 at the corner.

**Exact solution: the basis**

Let h be the radial s Hamiltonian in the sphere,

h = −(1/(2r²)) d/dr (r² d/dr) − V₀,

and let ∫₀ᴿ u² r² dr = 1. Differentiating (h−E)u = 0 with respect to E gives

(h − E)u̇ = u.

Differentiating the normalization gives ⟨u|u̇⟩ = 0, where the bracket denotes the radial integral with weight r².

Multiply the equation for u̇ by u, subtract u̇(h−E)u = 0, and integrate. The potential terms cancel, and the kinetic terms form a total derivative:

1 = −½R²(u u̇′ − u′u̇) at r = R,

W ≡ u u̇′ − u′u̇ = −2/R².

Since W is not zero, a combination a u + b u̇ can match any value p and slope s at the sphere:

a = (p u̇′ − s u̇)/W,  b = (s u − p u′)/W.

For a plane wave of wave vector K, the s part has p = j₀(KR) and s = K j₀′(KR), apart from a common normalization. The higher l are joined in the same way, with their energy fixed at E₂ in every basis, so that differences between the bases come from the s channel. The kinetic energy is computed as ½∫|∇ψ|².

**Exact solution: the local orbital**

Write u₁, u̇₁ for the functions at E₁ and u₂ for u at E₂. Define

g(r) = u₂(r) − α u₁(r) − β u̇₁(r)

inside the sphere and g = 0 outside. The conditions g(R) = 0 and g′(R) = 0 are the matching problem above with p = u₂(R) and s = u₂′(R). Hence, at r = R,

α = (u₂u̇₁′ − u₂′u̇₁)/W,  β = (u₂′u₁ − u₂u₁′)/W.

The orbital g Y₀₀ joins smoothly to zero without any plane wave. Its Bloch sum places one copy in each sphere with the phase of the wave vector, and copies on different sites do not overlap. The basis grows by one function per site. This function frees the s part from its restriction to two radial shapes.

The construction becomes ill-conditioned if the two energies approach each other. With Δ = E₂ − E₁, u₂ = u₁ + Δu̇₁ + O(Δ²), so g itself is O(Δ²). After normalization it is the small difference of nearly equal functions. Here the large separation avoids this.

**Exact solution: the order of the error**

Let ψ be the exact state at ε, with s part A u(ε) in the sphere. Let

w = u(ε) − a u(E) − b u̇(E),

with a and b chosen so that w(R) = w′(R) = 0. The Taylor remainder is O(δ²). Removing its value and slope at R changes a and b by O(δ²), because W is finite. Thus w = O(δ²).

If the plane waves and higher l are complete enough, the function ψ − η, with η = A w Y₀₀, lies in the LAPW space. Let v be the approximate state there and λ its energy. Being a variational solution, v satisfies

⟨ψ − η|H − λ|v⟩ = 0.

Because Hψ = εψ, the part containing ψ is (ε−λ)⟨ψ|v⟩. Therefore

(ε − λ)⟨ψ|v⟩ = ⟨η|H − λ|v⟩.

Write v = ψ − η′. To size η′, expand ψ − η in the roots vₙ of the basis, with energies λₙ. Since ψ − η lies in the space and (H − ε)ψ = 0, (λₙ − ε)⟨vₙ|ψ − η⟩ = ⟨vₙ|H − ε|ψ − η⟩ = −⟨vₙ|H − ε|η⟩. If no root other than v lies close to ε, the components on the other roots are therefore of the order of η, so η′ is of the same order as η. Inserting this on the right gives

(ε − λ)⟨ψ|v⟩ = (ε − λ)⟨η|ψ⟩ − ⟨η|H − λ|η′⟩,

(λ − ε)(⟨ψ|v⟩ − ⟨η|ψ⟩) = ⟨η|H − λ|η′⟩.

The bracket on the left is close to one for a normalized ψ, and the right side is quadratic in the missing part. It is O(δ⁴) for LAPW. With the local orbital, w = O(ε−E₂) near the second energy, and the error is O((ε−E₂)²). Near E₁ the fourth order remains, because u₁ and u̇₁ are both still present.

The sign needs separate attention. The min–max theorem says that root number n of a restricted basis lies no lower than exact level number n. It compares numbers, not characters. If a basis has no 1s root, its 2s state may be root number one, and nothing then prevents that root from lying slightly below the exact 2s level.

**Exact solution: why 1s is lost**

Put E at the exact 2s energy ε, so that ψ is now the 2s state with s part A u. Define

Q(φ) = ½∫|∇φ|² + ∫V|φ|² − ε∫|φ|².

A root below ε requires a trial function with Q < 0. The s part of any LAPW trial function φ is c u + βu̇, where β is now the coefficient of u̇ in φ. Subtract (c/A)ψ and call the rest χ; its s part is βu̇. Since ψ solves the wave equation, all terms containing it vanish, and Q(φ) = Q(χ).

The s part in the sphere contributes, after one integration by parts,

β²[½R²u̇u̇′ + ⟨u̇|h−ε|u̇⟩] = ½β²R²u̇u̇′,

because (h−ε)u̇ = u and ⟨u̇|u⟩ = 0. Functions outside an integral are taken at R.

The remainder of χ consists of the region between the spheres and the higher l inside them. Its contribution to Q is to be made as small as possible while its s component on the sphere is held at βu̇(R). The corresponding part of tψ, with t = βu̇/(A u), has this boundary value and is stationary, because ψ solves the wave equation. It is the minimum if the remainder alone, with zero s component on the sphere, has no state below ε. This is an assumption about the interstitial region and the channels l ≥ 4.

The value at the minimum follows from Q(ψ) = 0. The s part of ψ contributes ½R²A²uu′, so its remainder contributes −½R²A²uu′. Multiplication by t² gives −½R²β²u̇²u′/u. Adding the two contributions,

Q(φ) ≥ ½β²R²(u̇/u)(u u̇′ − u′u̇) = −β² u̇(R)/u(R).

If −u̇(R)/u(R) is positive, and the assumption above holds, no fully symmetric LAPW root lies below 2s; the p and d roots, of other symmetry, are not concerned. The printed ratio is 0.34 hartree⁻¹ at Γ and 0.47 hartree⁻¹ at the corner, so the condition holds at both points. The numerical check also asserts that the lowest root then agrees with the 2s energy within 5·10⁻⁵ hartree.

The function u̇ does add freedom to the s channel, but in this model, with E at the 2s level, any admixture of it makes Q positive, so it cannot pull a root down towards 1s. The result depends on the sign of u̇(R)/u(R) and is not a general property of LAPW.

**Exact solution: the errors**

The reference basis contains u and u̇ at both E₁ and E₂. It gives

Γ: 1s −3.1291, 2s −0.7944 hartree;
corner: 1s −3.1110, 2s −0.5795 hartree.

An independent plane-wave calculation, extrapolated in its cutoff, agrees within 9·10⁻⁶ hartree. Raising the LAPW cutoff from 5 to 6 bohr⁻¹ changes the reference energies by at most 1.8·10⁻⁵ hartree. The errors below are differences from the reference at a common cutoff of 6 bohr⁻¹. The smallest of them are finer than the absolute accuracy of the energies. The errors of the restricted bases converge more slowly with the cutoff than the reference does: as the plane waves become complete they can build a kink at the sphere, so that only continuity of the value still binds the s part, and this limit is approached slowly. At 12 bohr⁻¹ the entries above 10⁻⁶ hartree have moved by up to about a tenth. In the complete-basis limit they differ from those tabulated by 7 to 20 per cent (the midway 1s errors, for example, fall to 0.33 and 0.32, and the 2s errors with E at 2s become −4.7·10⁻⁶ and −1.0·10⁻⁵), and the squared overlaps change by up to 0.04. The numbers below are to be read with this margin.

Each exact state is assigned to the root with which it has the largest squared overlap. Errors are in hartree:

| Basis | 1s, Γ | 1s, corner | 2s, Γ | 2s, corner |
|---|---|---|---|---|
| E at 1s | < 10⁻⁷ | < 10⁻⁷ | 0.59 | 1.26 |
| E at 2s | lost | lost | −4.0·10⁻⁶ | −8.4·10⁻⁶ |
| E midway | 0.40 | 0.38 | 0.11 | 0.26 |
| With local orbital | < 10⁻⁷ | < 10⁻⁷ | 9.7·10⁻⁵ | 2.0·10⁻⁴ |

With E at 1s, the state assigned to 2s has a squared overlap of only 0.71 with it at Γ and 0.70 at the corner. Its energy rises from −0.21 to +0.68 hartree between the two points, a spread of 0.89 hartree where the reference has 0.21. The band is misplaced and its width is wrong as well.

With E at 2s, the lowest fully symmetric root is −0.7944 hartree at Γ, which is the 2s state. The largest squared overlap of any root with 1s is 0.11 at Γ and 0.17 at the corner, and those roots lie more than 5 hartree above the true 1s level at this cutoff (5.4 and 4.7 hartree in the complete-basis limit). Such a distance is not a useful measure of a shifted band, and the table therefore says "lost". Counting roots from below would label the 2s state as 1s, and the root at +0.50 hartree as 2s.

The midway energy does produce two recognizable states, with squared overlaps between 0.93 and 0.96. Their energies are nevertheless wrong by tenths of a hartree.

The local orbital gives both states in their proper order, with squared overlaps that print as 1.0000. Its largest error at these two points, in either band, is 2.0·10⁻⁴ hartree, or 0.0055 eV.

**Comparison of the estimate and the solution**

For the 2s band, the magnitudes in hartree are:

| Basis and point | Estimate | Computed |
|---|---|---|
| E at 2s, Γ | 3·10⁻⁵ | 4.0·10⁻⁶ |
| E at 2s, corner | 5·10⁻⁵ | 8.4·10⁻⁶ |
| Local orbital, Γ | 0.020 | 9.7·10⁻⁵ |
| Local orbital, corner | 0.027 | 2.0·10⁻⁴ |

The estimate is too large by a factor of roughly 5 to 8 for LAPW, depending on the point and the cutoff, and by more than 100 with the local orbital. Part of the excess lies in the sizing. The phase change is largest at the sphere surface, so θ overstates the change of the normalized u over the sphere, and only 0.70 of the 2s state at Γ and 0.84 at the corner is s-like inside the sphere. Taking the actual squared norm of the neglected term, times this weight and κ²/2, gives 4·10⁻⁶ and 9·10⁻⁶ hartree for LAPW, which is the size of the computed errors. For the local orbital the same measure gives 3·10⁻³ and 5·10⁻³ hartree. The further reduction there comes from the basis: with u₁, u̇₁ and u₂ free to adjust, most of the term (ε−E₂)u̇(E₂) is reproduced, and what remains, when the fit must keep the value and slope of u(ε) at the sphere, measures 2·10⁻⁴ and 5·10⁻⁴ hartree.

Nor can the orders be read from the two band edges. The offsets at the corner and at Γ have the ratio 0.11516/0.09973 = 1.155, whose square is 1.33 and whose fourth power is 1.78. The computed errors have ratios of about 2.1 in both bases. The two points are different states, so the prefactor of the power law need not be the same, and the offsets have opposite signs, so the next, odd-order term enters with opposite signs. The share of each effect was not calculated.

A cleaner measurement uses one state and moves the linearization energy. The numerical check does this in a sphere of the same volume as the unit cell, with zero slope at its surface and a nearly complete basis outside the well. The error is averaged over equal shifts above and below the exact 2s level, which removes the odd correction. In hartree:

| Shift | LAPW | With local orbital |
|---|---|---|
| 0.05 | −3.5·10⁻⁷ | 2.2·10⁻⁵ |
| 0.10 | −5.8·10⁻⁶ | 8.7·10⁻⁵ |

A complete outer basis changes these entries by about 4 per cent and leaves the orders as they are. Doubling the shift multiplies the errors by 2 to the power 4.06 and 2.00, respectively. The scaling argument therefore predicts the orders correctly, though not the prefactors. The negative LAPW errors are those allowed when 1s is missing from the basis. With the local orbital, 2s is again root number two, and the min–max theorem forbids a negative error relative to the exact level.

What the estimate could not foresee is the fate of the distant band. It warned that the expansion fails at a phase difference of 2.49 rad, but it could not tell a badly placed 1s band from an absent one. That distinction came from the sign of u̇(R)/u(R).

At the two edges of the 2s band, the tabulated error of LAPW with E at 2s is about 24 times smaller than that of the basis with the local orbital. The factor is approximate, because both errors still depend on the cutoff; at 12 bohr⁻¹ it is about 20, and in the complete-basis limit 17 to 18. It also depends on the offset, growing as 1/δ²: in the spherical cell it is about 15 at a shift of 0.10 and about 60 at 0.05. The advantage of the local orbital is that it keeps both bands. Two changes would reduce its remaining error:

- Adding a second local orbital made from u̇(E₂) restores the fourth order near E₂. The reference basis is of this kind.
- Exchanging the roles, with u and u̇ at E₂ and the local orbital made from u(E₁), gives the wider 2s band the fourth-order error. The quadratic error then falls on the 1s band, whose edges lie only 0.009 hartree from E₁. The order argument favours this choice here, although its errors were not computed.

Both remedies still require each band to stay close to its own energy. A band that spreads far from E₂ leaves the regime in which the first neglected term controls the error.

Table of computed values

```
V0 = 4.0 hartree, R = 2.0 bohr, a = 5.0 bohr
isolated levels: E1 = -3.11995, E2 = -0.69467 hartree
midway energy: -1.90731 hartree; separation: 2.42528 hartree
LAPW cutoff 6.0 1/bohr, R*Kmax = 12.0
Gamma: symmetric LAPWs 24, plane-wave stars in check 1217
R: symmetric LAPWs 17, plane-wave stars in check 1111
reference Gamma: 1s -3.12909, 2s -0.79440 hartree
plane waves Gamma: 1s -3.12909, 2s -0.79440 hartree
reference R: 1s -3.11100, 2s -0.57951 hartree
plane waves R: 1s -3.11100, 2s -0.57952 hartree
R minus Gamma: 1s 0.01809, 2s 0.21489 hartree
largest plane-wave difference: 8.8e-06 hartree
largest change, cutoff 5 to 6 1/bohr: 1.8e-05 hartree
band: error in hartree (squared overlap, number of root)
E at 1s  Gamma 1s  1.83e-08 (1.0000, 1) 2s  5.88e-01 (0.7134, 2)
E at 1s  R     1s  1.73e-08 (1.0000, 1) 2s  1.26e+00 (0.6956, 2)
E at 2s  Gamma 1s  5.57e+00 (0.1135, 5) 2s -4.01e-06 (1.0000, 1)
E at 2s  R     1s  5.28e+00 (0.1690, 3) 2s -8.42e-06 (1.0000, 1)
E midway Gamma 1s  3.96e-01 (0.9415, 1) 2s  1.10e-01 (0.9568, 2)
E midway R     1s  3.84e-01 (0.9435, 1) 2s  2.62e-01 (0.9301, 2)
LAPW+LO  Gamma 1s  9.97e-09 (1.0000, 1) 2s  9.68e-05 (1.0000, 2)
LAPW+LO  R     1s  9.47e-09 (1.0000, 1) 2s  2.01e-04 (1.0000, 2)
two lowest roots in hartree: Gamma, then R
E at 1s   -3.12909  -0.20658  -3.11100   0.67989
E at 2s   -0.79440   0.49960  -0.57952   1.67140
E midway  -2.73269  -0.68430  -2.72711  -0.31711
LAPW+LO   -3.12909  -0.79430  -3.11100  -0.57931
Gamma, E at 2s: bound on lowest root minus 1s 2.5272 hartree
Gamma, E = 2s level: -udot(R)/u(R) = 0.3411 1/hartree
R, E at 2s: bound on lowest root minus 1s 2.6137 hartree
R, E = 2s level: -udot(R)/u(R) = 0.4652 1/hartree
spherical cell: radius 3.1018 bohr, 2s -0.76846 hartree
its 2s error for shifts 0.05 and 0.1 hartree, in hartree
LAPW: -3.46e-07, -5.79e-06; order 4.06
LO:   2.17e-05, 8.69e-05; order 2.00
worst 2s error, E at 1s: 34.270 eV
worst 1s error, E at 2s: 151.558 eV
worst error of either band, LAPW+LO: 0.00546 eV
```
